# How a one-sided exponential depth response changes implant profile moments

## The decision to be made

A measured implant profile is often the starting point of a diffusion calculation, or the target to which a range model is fitted. If the measurement smears the dopant towards greater depth, one must decide whether to deconvolve the whole curve or to correct a few of its moments. Deconvolution amplifies noise. Correcting the moments takes three subtractions, provided that the smearing is a one-sided exponential that starts at the true depth and has a known decay length $L$:

$$
\text{mean}: L,\qquad \text{variance}: L^2,\qquad \text{third central moment}: 2L^3 .
$$

These notes derive the three amounts, show which other features of the curve do not follow such simple rules, and estimate when the third amount is too fragile to use.

## Conventions and assumptions

Depth $z$ increases into the solid. The true profile $f(z)$ is the concentration divided by the dose, so it has unit area and the unit nm$^{-1}$. The recorded profile is

$$
g(z)=\int_0^\infty f(z-y)\,r(y)\,dy,\qquad r(y)=\frac{e^{-y/L}}{L},\quad y>0 .
$$

An atom truly at depth $s$ is thus recorded at $s+y$, with $y$ distributed according to $r$. Three assumptions are contained in this:

- The response has the same shape and the same $L$ at every depth.
- The response has unit area. If its area were another constant, the recorded dose would be scaled, but moments divided by that dose would be unchanged.
- The third absolute moment of $f$ is finite, so that the moments below exist.

No assumption is made that $f$ is Gaussian or symmetric. Angle brackets denote averages. For a profile with mean $\mu$, the variance is $\langle(z-\mu)^2\rangle$ and the third central moment is $m_3=\langle(z-\mu)^3\rangle$. The skewness is $m_3$ divided by the variance to the power $3/2$.

## Moments of the response

Integration by parts gives, for $n\ge1$,

$$
\langle y^n\rangle=\int_0^\infty y^n\frac{e^{-y/L}}{L}dy
=\Big[-y^ne^{-y/L}\Big]_0^\infty+n\int_0^\infty y^{n-1}e^{-y/L}dy .
$$

The bracket vanishes at both ends, and the last integral is $L\langle y^{n-1}\rangle$. Hence $\langle y^n\rangle=nL\langle y^{n-1}\rangle$. Starting from $\langle y^0\rangle=1$,

$$
\langle y^n\rangle=n!\,L^n .
$$

The mean is $L$. The central moments follow by expanding powers of $y-L$:

$$
\langle(y-L)^2\rangle=2L^2-2L\cdot L+L^2=L^2,
$$

$$
\langle(y-L)^3\rangle=6L^3-3L\cdot2L^2+3L^2\cdot L-L^3=2L^3 .
$$

The third moment is positive because the response has a long tail towards greater depth.

## Moments of the recorded profile

For any power $n\le3$, insert the convolution into the moment integral and substitute $z=s+y$ at fixed $y$:

$$
\int z^n g(z)\,dz=\int_0^\infty dy\,r(y)\int ds\,f(s)\,(s+y)^n .
$$

The order of integration may be exchanged because $|s+y|^3\le4(|s|^3+y^3)$, and both terms on the right have finite averages. Every moment of $g$ is therefore a double average in which $s$ and $y$ are independent.

For $n=0$ the area remains one. For $n=1$,

$$
\mu_g=\langle s\rangle+\langle y\rangle=\mu_f+L .
$$

Now measure both variables from their own means, $u=s-\mu_f$ and $v=y-L$. Then $z-\mu_g=u+v$, with $\langle u\rangle=\langle v\rangle=0$. Independence means that the average of a product $u^av^b$ is $\langle u^a\rangle\langle v^b\rangle$. The variance is

$$
\langle(u+v)^2\rangle=\langle u^2\rangle+2\langle u\rangle\langle v\rangle+\langle v^2\rangle
=\operatorname{var}(f)+L^2 ,
$$

and the third central moment is

$$
\langle(u+v)^3\rangle=\langle u^3\rangle+3\langle u^2\rangle\langle v\rangle+3\langle u\rangle\langle v^2\rangle+\langle v^3\rangle
=m_3(f)+2L^3 .
$$

Each cross term contains a first power of $u$ or $v$ and so averages to zero.

For central moments, this simplicity ends at fourth order. If the fourth moment of $f$ is finite, the term $6\langle u^2\rangle\langle v^2\rangle$ survives. The response itself contributes

$$
\langle v^4\rangle=(24-24+12-4+1)L^4=9L^4,
$$

so that

$$
m_4(g)=m_4(f)+6L^2\operatorname{var}(f)+9L^4 .
$$

The correction to the fourth moment thus requires the variance of the true profile as well as $L$. That variance is available as $\operatorname{var}(g)-L^2$. A simple rule survives for the combination $m_4-3\operatorname{var}^2$, the fourth cumulant: inserting the results above shows that it gains $6L^4$ for any profile.

If the exponential pointed towards the surface, $y$ would be replaced by $-y$. The mean would change by $-L$ and the third central moment by $-2L^3$, while the variance would still grow by $L^2$.

## A second road: the differential equation

With $s=z-y$ the convolution becomes

$$
g(z)=\frac{e^{-z/L}}{L}\int_{-\infty}^{z}f(s)e^{s/L}ds .
$$

Differentiating the prefactor gives $-g/L$, and differentiating the upper limit gives $f/L$. Where $f$ is continuous,

$$
L\,g'(z)+g(z)=f(z) .
$$

Multiply by $z^n$ and integrate by parts. The boundary term $z^ng$ vanishes for $n\le3$: its derivative is integrable, so it has a limit at each end, and since $z^ng$ is itself integrable that limit must be zero. With raw moments $M_n=\int z^n(\ldots)dz$,

$$
M_n(g)=M_n(f)+nL\,M_{n-1}(g) .
$$

Place the origin at the mean of $f$ and write $V=\operatorname{var}(f)$. Then

$$
M_1(g)=L,\quad M_2(g)=V+2L^2,\quad M_3(g)=m_3(f)+3LV+6L^3 .
$$

The variance is $M_2-M_1^2=V+L^2$. The third central moment is

$$
M_3-3M_1M_2+2M_1^3
=m_3(f)+3LV+6L^3-3LV-6L^3+2L^3=m_3(f)+2L^3 ,
$$

in agreement with the first road. The differential equation also says something about individual points of the curve, which moments cannot.

## The peak does not move by $L$

At the peak of $g$ the derivative vanishes, so $g=f$ there: the recorded peak lies on the true curve. Suppose $f$ is smooth and rises to a single maximum. At or before that maximum, $g(z)$ is an average of smaller values of $f$ taken from shallower depths. Thus $g<f$, and the differential equation gives $g'>0$. The recorded peak must lie deeper than the true one.

For a Gaussian of standard deviation $\sigma$ and small $L/\sigma$, the shift can be found by solving the differential equation repeatedly for $g$:

$$
g=f-Lf'+L^2f''-L^3f'''+\cdots .
$$

Let $x=z-\mu_f$. Set $g'=0$, insert the Gaussian derivatives, divide by $f$ and multiply by $\sigma^2$. Since $x$ is itself of order $L$, the terms up to third order are

$$
-x+L\left(1-\frac{x^2}{\sigma^2}\right)+\frac{3L^2x}{\sigma^2}-\frac{3L^3}{\sigma^2}=0 .
$$

Putting $x=L$ in the small terms gives

$$
x_{\rm peak}\simeq L+\frac{(-1+3-3)L^3}{\sigma^2}=L-\frac{L^3}{\sigma^2}.
$$

The peak therefore lags behind the mean. Subtracting $L$ from the recorded peak depth of a Gaussian overcorrects it in this regime. A skewed profile can behave differently: for $f\propto z^2e^{-z/\theta}$ with $\theta=5$ nm and $L=3$ nm, the peak moves by 3.3 nm, more than $L$.

## Far down, the deep flank moves by more than $L$

For the Gaussian the convolution can be done in closed form. The exponent in the integrand is $-(x-y)^2/2\sigma^2-y/L$. With $a=x-\sigma^2/L$, completing the square gives

$$
-\frac{(x-y)^2}{2\sigma^2}-\frac yL
=-\frac{(y-a)^2}{2\sigma^2}-\frac xL+\frac{\sigma^2}{2L^2}.
$$

The remaining Gaussian integral over $y>0$ is a complementary error function:

$$
g=\frac1{2L}\exp\!\left(\frac{\sigma^2}{2L^2}-\frac xL\right)
\operatorname{erfc}\!\left[\frac1{\sqrt2}\left(\frac\sigma L-\frac x\sigma\right)\right].
$$

When $x-\sigma^2/L$ is several times $\sigma$, the complementary error function tends to 2 and the tail is a pure exponential of decay length $L$. At a low level $g_0$, the recorded depth then grows as $L\ln(1/g_0)$. The true Gaussian reaches the same level at a depth that grows as $\sigma\sqrt{2\ln(1/g_0)}$, which is slower. The horizontal distance between the curves therefore grows without limit as the level is lowered. Near the top of the flank it is smaller than $L$, since it starts from zero at the recorded peak, which lies on the true curve. For $\sigma=3L$ it is $0.98L$ at half the true peak concentration and exceeds $L$ only below about 46 % of it.

A true tail that is itself exponential, $f\propto e^{-z/\lambda}$ with $\lambda>L$, behaves differently. Far enough down the tail, $g\propto e^{-z/\lambda}$ too, and the differential equation gives $g(1-L/\lambda)=f$. The recorded tail keeps its slope and is displaced by

$$
\Delta z=-\lambda\ln\!\left(1-\frac L\lambda\right)=L+\frac{L^2}{2\lambda}+\cdots .
$$

This shift exceeds $L$ but is constant. For $\lambda=2L$ it is $1.39L$.

In general, the local decay length of the recorded curve is

$$
-\frac g{g'}=\frac{L}{1-f/g}.
$$

A slope gives $L$ directly where $f\ll g$, that is, where the true profile has already fallen away.

## Skewness can fall

The quantity that gains $2L^3$ is the third central moment. Let $\gamma$ be the true skewness, $\sigma^2$ the true variance and $q=L/\sigma$. The recorded skewness is

$$
\gamma_g=\frac{\gamma+2q^3}{(1+q^2)^{3/2}} .
$$

A symmetric profile acquires positive skewness. But $\gamma_g<\gamma$ whenever

$$
\gamma>\frac{2q^3}{(1+q^2)^{3/2}-1},
$$

because the added width then outweighs the added third moment. For small $q$ the denominator is about $3q^2/2$, and the threshold is $4q/3$. For large $q$ the threshold tends to 2, which is the skewness of the exponential itself.

## Worked example: arsenic in silicon

Take a Gaussian with mean 26 nm, $\sigma=9$ nm and dose $10^{15}$ cm$^{-2}$, recorded with $L=3$ nm. The moments become

$$
\mu_g=26+3=29\ \text{nm},\qquad \operatorname{var}(g)=81+9=90\ \text{nm}^2,\qquad m_3(g)=0+2\cdot27=54\ \text{nm}^3 .
$$

The standard deviation rises from 9 to 9.49 nm, and the skewness from 0 to $54/90^{3/2}=0.063$. Although $L$ is a third of $\sigma$, the width grows by only about 5 %, because variances add rather than widths.

Numerical maximization of $g$ puts the recorded peak at 28.76 nm, a shift of 2.76 nm. The small-$L$ estimate is $3-27/81=2.67$ nm. The true peak concentration is $4.43\times10^{20}$ cm$^{-3}$. Since the recorded peak lies on the true curve, its height is

$$
4.43\times10^{20}\,e^{-2.757^2/(2\cdot81)}=4.23\times10^{20}\ \text{cm}^{-3}.
$$

At the level $10^{18}$ cm$^{-3}$ the true depth is

$$
26+9\sqrt{2\ln(443.3)}=57.4\ \text{nm}.
$$

Solving the closed form for the recorded depth gives 63.4 nm. The flank has moved by 6.0 nm, twice $L$. There $f/g=0.077$, so the local decay length is $3/(1-0.077)=3.25$ nm. Reading this slope as $L$ would give a value 8 % too large.

For a skewed case, take the gamma profile $f=z^7e^{-z/\theta}/(7!\,\theta^8)$ for $z>0$, with $\theta=3.25$ nm. Its mean is $8\theta=26$ nm, its variance $8\theta^2=84.5$ nm$^2$ and its third central moment $16\theta^3=549$ nm$^3$. Smearing raises the last to 603 nm$^3$, yet the skewness falls from 0.707 to 0.667. The threshold for this profile is 0.42, so a fall is expected.

## How far can the third moment be trusted?

One might try to infer $L$ from a recorded curve by assuming a symmetric true profile and setting $L=(m_3/2)^{1/3}$. The following changes to the Gaussian example are made one at a time, with the moments found by numerical integration.

**Surface.** A fraction 0.19 % of the Gaussian lies at $z<0$, outside the solid. Removing it and renormalizing gives a true profile with mean 26.06 nm, variance 79.6 nm$^2$ and $m_3=33$ nm$^3$. The smearing still adds 3 nm, 9 nm$^2$ and 54 nm$^3$, since the response carries nothing out through the surface. The recorded $m_3$ is now 87 nm$^3$, and the symmetric assumption would return $L=3.5$ nm.

**Response shape.** Let the response also have a rising exponential edge of length $\ell=1$ nm and a Gaussian blur of standard deviation 1 nm. The two-sided exponential is the convolution of a deeper-pointing and a shallower-pointing one; for $y>0$,

$$
\int_0^\infty\frac{e^{-(y+t)/L}}L\,\frac{e^{-t/\ell}}\ell\,dt=\frac{e^{-y/L}}{L+\ell}.
$$

The additions therefore combine to $3-1=2$ nm, $9+1+1=11$ nm$^2$ and $2(27-1)=52$ nm$^3$. Here the mean is affected most, relative to its original addition.

**Drifting decay length.** Let $L$ increase by 0.01 nm per nm of true depth, with $L=3$ nm at 26 nm. Deeper atoms are then displaced further, so displacement and depth are correlated and the cross terms no longer vanish. The mean still gains 3.0 nm, but the variance gains 10.6 nm$^2$ and the third central moment 69 nm$^3$.

**Detection floor.** If the recorded curve is cut where it reaches $10^{17}$ cm$^{-3}$, at 70.7 nm, the mean and variance hardly change, but $m_3$ falls from 54 to 51.6 nm$^3$.

**Background.** A constant $10^{16}$ cm$^{-3}$ from 0 to 200 nm contains a dose of $2\times10^{11}$ cm$^{-2}$, only 0.02 % of the implant. It raises the variance to 91.7 nm$^2$ and $m_3$ to 264 nm$^3$. The reason is the cubic weight at large depth: divided by the dose, the background is $10^{-6}$ nm$^{-1}$, and its direct contribution about the mean of 29 nm is

$$
10^{-6}\,\frac{171^4-29^4}{4}\simeq214\ \text{nm}^3 .
$$

The inferred decay length would be 5.1 nm instead of 3 nm. A background must be subtracted before the third moment is taken.

## Beside a real measurement

The example's mean depth is of the size expected for arsenic implanted in silicon at about 30 keV. The straggle of 9 nm and the decay length of 3 nm are illustrative choices. The decay length depends on the beam and the material, so it should be determined under the conditions of the measurement. Real implants break the assumption of a symmetric true profile: range distributions are skewed, and channelled ions can add a deep tail. A true skewness of only 0.1 with $\sigma=9$ nm contributes $0.1\times729=73$ nm$^3$, more than the smearing does. The symmetric assumption would then give $L=(127/2)^{1/3}=4.0$ nm. The erosion rate and the response may also change in the first few nanometres of sputtering, which the constant-$L$ model leaves out.

The safer direction is to determine $L$ separately, for instance from a buried layer much thinner than $L$, and then subtract the three amounts. This is adequate only if the response starts at the true depth and its rising edge and blur are negligible. With the 1 nm edge and 1 nm blur considered above, even an exact $L$ would leave the corrected mean 1 nm too small and the corrected variance 2 nm$^2$ too large. If any of these conditions fails, the mean, variance and third central moment of the layer's whole recorded response, with depth measured from the layer's true position, should be subtracted instead. The layer's tail must then be followed far down. For a pure exponential with $L=3$ nm, cutting it three decades below its peak lowers the third central moment from 54 to 45 nm$^3$.

The starting point matters most when the exponential is caused by mixing under the ion beam. Suppose the beam keeps a zone of constant depth $w$ below the receding surface uniformly mixed. An atom enters this zone, and can begin to be recorded, when the surface is still $w$ above its true depth. From then on its chance of removal per unit eroded depth is $1/w$. The response is therefore an exponential of decay length $L=w$ that starts at $-w$ instead of zero. Its variance and third central moment are still $L^2$ and $2L^3$, but its mean is $-w+w=0$. Subtracting $L$ from the recorded mean would then make the profile too shallow by $L$. Atoms that start within $w$ of the original surface are mixed from the outset and do not follow this rule.

For the pure exponential, the effect of an uncertain $L$ is easily estimated. An error $\delta L$ enters the corrected moments, to first order, as $\delta L$, $2L\,\delta L$ and $6L^2\,\delta L$. For $\delta L=0.3$ nm these are 0.3 nm, 1.8 nm$^2$ and 16 nm$^3$. Relative to the amounts subtracted (3 nm, 9 nm$^2$ and 54 nm$^3$), they are 10 %, 20 % and 30 %.
